# Eutectic left when Al-0.5 wt% Cu freezes: a Scheil estimate: a numerical check

```python
"""
Result under test: a melt of composition C0 that freezes with a uniform liquid,
no diffusion in the solid and a constant partition coefficient k leaves
    f_E = (C_E / C0) ** (-1 / (1 - k))
as eutectic (mass fraction). C_E is the eutectic composition; all compositions
are in wt% Cu. Case: Al-0.5 wt% Cu, k = 0.17, C_E = 33.2 wt% Cu.
The program also sizes what the model neglects. Solid diffusion is measured by
alpha = D_S * t_f / L**2 (diffusivity, freezing time, half arm spacing).
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solveh_banded

C0, C_E, k = 0.5, 33.2, 0.17


def freeze_in_layers(alpha, cells):
    """Freeze equal layers one by one at constant front speed.

    Copper is conserved in each layer and in the liquid. Diffusion in the solid
    is implicit in time, with the solid at the front held at k * liquid.
    Returns the liquid fraction at C_E (0 if never reached) and the
    history of the liquid composition.
    """
    dx = 1.0 / cells
    solid = np.zeros(cells)
    liquid, comp = 1.0, C0
    history = [comp]
    for n in range(1, cells):
        new_liquid = 1.0 - n * dx
        # the new layer takes k times the mean liquid composition of the step
        new_comp = (liquid * comp - k * comp * dx / 2) / (new_liquid + k * dx / 2)
        solid[n - 1] = k * (comp + new_comp) / 2
        if alpha > 0:
            capacity = np.full(n + 1, dx)
            capacity[n] = new_liquid / k
            link = np.full(n, alpha)      # alpha * dt / dx with dt = dx
            link[-1] = 2 * alpha          # half a cell from centre to front
            band = np.zeros((2, n + 1))
            band[0, 1:] = -link
            band[1] = capacity
            band[1, :-1] += link
            band[1, 1:] += link
            old = np.append(solid[:n], k * new_comp)
            new = solveh_banded(band, capacity * old)
            solid[:n] = new[:n]
            new_comp = new[n] / k
        history.append(new_comp)
        if new_comp >= C_E:
            part = (C_E - comp) / (new_comp - comp)
            return liquid + part * (new_liquid - liquid), history
        liquid, comp = new_liquid, new_comp
    return 0.0, history


# Closed form against layer-by-layer freezing without solid diffusion
ratio = C_E / C0
f_E = ratio ** (-1 / (1 - k))
f_layers, _ = freeze_in_layers(0.0, 8000)
assert abs(f_layers / f_E - 1) < 2e-3     # finite layer thickness
assert round(100 * f_E, 1) == 0.6

# Copper share of the eutectic against quadrature over the primary solid
copper_solid = quad(lambda fl: k * C0 * fl ** (k - 1), f_E, 1)[0]
share_quad = 1 - copper_solid / C0
share_eutectic = f_E ** k
assert abs(share_quad - share_eutectic) < 1e-7
assert abs(f_E * C_E / C0 - share_quad) < 1e-7
mean_solid = copper_solid / (1 - f_E)

# Very fast solid diffusion must give the lever rule and no eutectic
f_fast, history_fast = freeze_in_layers(1000.0, 400)
lever_90 = C0 / (k + (1 - k) * 0.1)
scheil_90 = C0 * 0.1 ** (k - 1)
assert abs(history_fast[360] / lever_90 - 1) < 0.01   # alpha is finite
assert f_fast == 0.0 and max(history_fast) < C_E


# Partition coefficient that varies with liquid composition
def eutectic_variable_k(k_dilute):
    def integrand(log_c):
        c = np.exp(log_c)
        return 1 / (1 - (k_dilute + (k - k_dilute) * c / C_E))
    return np.exp(-quad(integrand, np.log(C0), np.log(C_E))[0])


assert abs(eutectic_variable_k(k) / f_E - 1) < 1e-8
k_dilute = 0.14
f_variable_k = eutectic_variable_k(k_dilute)
assert f_variable_k > f_E

# Solid diffusion for rough casting values
half_spacing, freeze_time = 20e-6, 50.0   # m, s
D_low, D_high, D_liquid = 1e-13, 8e-13, 3e-9   # m2/s, rough
diffusion_rows = []
for D in (D_low, D_high):
    alpha = D * freeze_time / half_spacing ** 2
    coarse, _ = freeze_in_layers(alpha, 4000)
    fine, _ = freeze_in_layers(alpha, 8000)
    assert abs(fine - coarse) < 0.05 * f_E
    diffusion_rows.append((D, alpha, fine, fine - coarse))
assert 0 <= diffusion_rows[1][2] < diffusion_rows[0][2] < f_E

# Liquid mixing: front speed times half spacing over liquid diffusivity
mixing_number = (half_spacing / freeze_time) * half_spacing / D_liquid
assert mixing_number < 0.05

# Volume fraction: eutectic = aluminium solid solution + Al2Cu
mass_Al, mass_Cu = 26.98, 63.55           # g/mol
rho_Al, rho_Al2Cu = 2.7, 4.35             # g/cm3, rough
copper_Al2Cu = 100 * mass_Cu / (mass_Cu + 2 * mass_Al)
part_Al2Cu = (C_E - k * C_E) / (copper_Al2Cu - k * C_E)
rho_eutectic = 1 / (part_Al2Cu / rho_Al2Cu + (1 - part_Al2Cu) / rho_Al)
volume_eutectic = f_E / rho_eutectic
volume_fraction = volume_eutectic / (volume_eutectic + (1 - f_E) / rho_Al)

print(f"alloy composition C0: {C0} wt% Cu")
print(f"eutectic composition C_E: {C_E} wt% Cu")
print(f"partition coefficient k: {k}")
print(f"ratio C_E/C0: {ratio:.1f}")
print(f"ln(C_E/C0): {np.log(ratio):.4f}")
print(f"1/(1-k): {1 / (1 - k):.4f}")
print(f"ln f_E: {np.log(f_E):.4f}")
print(f"eutectic mass fraction f_E: {f_E:.5f} = {100 * f_E:.2f} %")
print(f"same from 8000 frozen layers: {100 * f_layers:.3f} %")
print(f"first solid k*C0: {k * C0:.3f} wt% Cu")
print(f"last primary solid k*C_E: {k * C_E:.2f} wt% Cu")
print(f"mean primary solid: {mean_solid:.3f} wt% Cu")
print(f"share of all copper in eutectic: {100 * share_eutectic:.1f} %")
print(f"lever rule, last liquid C0/k: {C0 / k:.2f} wt% Cu")
print(f"liquid at 90 % solid, Scheil: {scheil_90:.2f} wt% Cu")
print(f"liquid at 90 % solid, lever rule: {lever_90:.2f} wt% Cu")
print(f"same, layers with alpha = 1000: {history_fast[360]:.2f} wt% Cu")
print(f"eutectic, layers with alpha = 1000: {100 * f_fast:.2f} %")
print(f"eutectic if k rises from {k_dilute} to {k}: {100 * f_variable_k:.2f} %")
print(f"half arm spacing (rough): {half_spacing * 1e6:.0f} um")
print(f"freezing time (rough): {freeze_time:.0f} s")
for D, alpha, fraction, shift in diffusion_rows:
    print(f"solid diffusivity (rough): {D:.0e} m2/s, alpha = {alpha:.4f}")
    print(f"  eutectic with solid diffusion: {100 * fraction:.3f} %")
    print(f"  shift from 4000 to 8000 cells: {100 * shift:+.4f} % points")
print(f"liquid diffusivity (rough): {D_liquid:.0e} m2/s")
print(f"liquid mixing number v*L/D_L: {mixing_number:.4f}")
print(f"densities (rough): Al {rho_Al}, Al2Cu {rho_Al2Cu} g/cm3")
print(f"copper in Al2Cu: {copper_Al2Cu:.1f} wt%")
print(f"Al2Cu mass share of eutectic: {100 * part_Al2Cu:.1f} %")
print(f"eutectic density: {rho_eutectic:.2f} g/cm3")
print(f"eutectic volume fraction: {100 * volume_fraction:.2f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
alloy composition C0: 0.5 wt% Cu
eutectic composition C_E: 33.2 wt% Cu
partition coefficient k: 0.17
ratio C_E/C0: 66.4
ln(C_E/C0): 4.1957
1/(1-k): 1.2048
ln f_E: -5.0551
eutectic mass fraction f_E: 0.00638 = 0.64 %
same from 8000 frozen layers: 0.638 %
first solid k*C0: 0.085 wt% Cu
last primary solid k*C_E: 5.64 wt% Cu
mean primary solid: 0.290 wt% Cu
share of all copper in eutectic: 42.3 %
lever rule, last liquid C0/k: 2.94 wt% Cu
liquid at 90 % solid, Scheil: 3.38 wt% Cu
liquid at 90 % solid, lever rule: 1.98 wt% Cu
same, layers with alpha = 1000: 1.98 wt% Cu
eutectic, layers with alpha = 1000: 0.00 %
eutectic if k rises from 0.14 to 0.17: 0.73 %
half arm spacing (rough): 20 um
freezing time (rough): 50 s
solid diffusivity (rough): 1e-13 m2/s, alpha = 0.0125
  eutectic with solid diffusion: 0.511 %
  shift from 4000 to 8000 cells: +0.0001 % points
solid diffusivity (rough): 8e-13 m2/s, alpha = 0.1000
  eutectic with solid diffusion: 0.141 %
  shift from 4000 to 8000 cells: +0.0016 % points
liquid diffusivity (rough): 3e-09 m2/s
liquid mixing number v*L/D_L: 0.0027
densities (rough): Al 2.7, Al2Cu 4.35 g/cm3
copper in Al2Cu: 54.1 wt%
Al2Cu mass share of eutectic: 56.9 %
eutectic density: 3.44 g/cm3
eutectic volume fraction: 0.50 %
ALL CHECKS PASSED
```
